Negative orbital energy without binding: restricted Hartree-Fock for the D⁻ centre

At low temperature a neutral shallow donor can capture a second electron and become the negative centre D⁻. The simplest mean-field description puts both electrons, with opposite spins, into one self-consistent orbital. The orbital comes out localised, with a negative energy measured from the band edge. It is tempting to conclude that this mean field binds the second electron. For a donor in a single isotropic band, the same calculation shows that it does not.

**The model and its energy zero**

Take one isotropic parabolic band of mass m*, a medium of permittivity κ, and a fixed donor of charge +e. In Gaussian units

H = −(ħ²/2m*)(∇₁² + ∇₂²) − (e²/κ)(1/r₁ + 1/r₂) + (e²/κ)/r₁₂.

Measure lengths in a* = κħ²/(m*e²) and energies in Ry* = m*e⁴/(2κ²ħ²). Then ħ²/(2m*a*²) = Ry* and e²/(κa*) = 2 Ry*, so that

H = h₁ + h₂ + 2/r₁₂,  h = −∇² − 2/r.

For one electron, ∇²e^(−r) = (1 − 2/r)e^(−r), hence h e^(−r) = −e^(−r). This function has no node and is the ground state. The neutral donor D⁰ has energy −1, and a free electron at rest at the band edge adds nothing. D⁻ is bound if its total energy lies below −1.

**The counter-example**

The claim to be tested is this: if the closed-shell equations have a localised solution with negative orbital energy, the mean field binds the ion.

A closed-shell determinant is φ(r₁)φ(r₂) times the spin singlet, with φ normalised. Its energy is

E[φ] = 2⟨h⟩ + J,  J = ∬ 2ρ(r)ρ(r′)/|r − r′| d³r d³r′,  ρ = |φ|².

A first estimate can be made by hand. For later use, let a and b be normalised exponentials √(α³/π)e^(−αr) and √(β³/π)e^(−βr). The charge of a² inside radius r contributes

(2/r)[1 − e^(−2αr)(1 + 2αr + 2α²r²)]

to the repulsive potential, and the charge outside contributes 2e^(−2αr)(α + 2α²r). Their sum is

v_a(r) = 2[1/r − e^(−2αr)(α + 1/r)].

Averaging over b², whose radial density is 4β³r²e^(−2βr), gives

J_ab = 8β³[1/(4β²) − 1/(4(α+β)²) − α/(4(α+β)³)]
  = 2β[1 − β²(2α+β)/(α+β)³]
  = 2αβ(α² + 3αβ + β²)/(α+β)³.

For equal exponents ζ this is 5ζ/4. The kinetic energy per electron is ∫|∇φ|² = ζ², and ⟨1/r⟩ = ζ. Therefore

E(ζ) = 2(ζ² − 2ζ) + 5ζ/4 = 2ζ² − 11ζ/4.

The minimum is at ζ = 11/16, where E = −121/128 = −0.9453. The corresponding mean orbital energy is

⟨h⟩ + J = ζ² − 3ζ/4 = −11/256,

which is negative although E lies above −1. This does not yet settle the matter, because a restricted trial function gives only an upper bound to the closed-shell minimum. The orbital must be freed.

Vary φ at fixed norm. Since J is quadratic in ρ, its variation is 2∫v δρ, where

v(r) = ∫ 2ρ(r′)/|r − r′| d³r′.

Thus δE = 4Re⟨δφ|(h + v)φ⟩, and stationarity with a multiplier for the norm gives

(h + v)φ = εφ.

For a spherical orbital φ = u(r)/(√(4π) r), this becomes

−u″ − (2/r)u + (2w/r)u = εu,
w″ = −u²/r,  w(0) = 0,  w(∞) = 1.

The second line is Poisson's equation for v = 2w/r. Solving the pair self-consistently for the lowest orbital gives, per electron,

kinetic energy = 0.48793,
donor attraction = −1.37134,
⟨h⟩ = 0.48793 − 1.37134 = −0.88341,

and a repulsion J = 0.79097. Multiplying the orbital equation by φ* and integrating gives

ε = ⟨h⟩ + J = −0.09244.

The total energy counts the repulsion once, whereas 2ε counts it twice:

E_RHF = 2ε − J = −0.18488 − 0.79097 = −0.9759.

An independent Gaussian-basis calculation, containing p as well as s functions, gives the same −0.975859 as the radial solution to the digits printed. There is also a scaling check. Replacing φ(r) by λ^(3/2)φ(λr) multiplies the kinetic energy by λ² and both Coulomb terms by λ. Stationarity at λ = 1 requires twice the total kinetic energy plus the total potential energy to vanish, so E_RHF = −2 × 0.48793 = −0.97586, as found.

The solution therefore has a negative orbital energy and a total energy 0.0241 Ry* above D⁰ plus a free electron. The claim is false.

**What the orbital energy leaves out**

The energy needed to take one electron to the band edge is

E(D⁰) − E_RHF = −1 − (2⟨h⟩ + J).

Grouping ⟨h⟩ + J into ε gives

E(D⁰) − E_RHF = −ε − (⟨h⟩ + 1).

The first term is the removal energy if the remaining electron keeps its old orbital. The second is the energy that electron releases when it contracts into the neutral-donor ground state. It cannot be negative, because −1 is the lowest value of ⟨h⟩. Here

0.09244 − 0.11659 = −0.0241.

The relaxation is larger than the frozen-orbital removal energy. In this two-electron mean field, −ε > 0 is not sufficient for binding; the condition is −ε > ⟨h⟩ + 1.

The result depends on the central charge. For a double donor of charge +2e, the one-electron ground-state energy is −4. One exponential for both electrons gives

E = 2(ζ² − 4ζ) + 5ζ/4 = 2ζ² − 27ζ/4,

with minimum −729/128 at ζ = 27/16. This upper bound is already below −4, so restricted Hartree-Fock does bind the second electron of an isotropic double donor. The failure belongs to the overcharged single donor, where the second electron is held by a centre that is already neutral.

**The correct general statement**

For the isotropic single donor, no closed-shell determinant, spherical or not, reaches −1. More generally, let ρ₀ be any normalised trial density, v₀ its repulsive potential, J₀ its self-repulsion, and ε_min the lowest eigenvalue of h + v₀. Then every normalised φ satisfies

E[φ] ≥ 2ε_min − J₀.

A lower bound is essential here. Basis-set energies approach the minimum from above and cannot by themselves exclude a better orbital.

**Proof.** Write J[ρ,σ] for the repulsion integral with densities ρ and σ. The Fourier transform of 2/r is 8π/k². For δ = ρ − ρ₀, with transform δ_k,

J[δ,δ] = ∫ (8π/k²)|δ_k|² d³k/(2π)³ ≥ 0.

Expanding the left side gives J[ρ,ρ] − 2J[ρ,ρ₀] + J₀ ≥ 0, or

J[ρ,ρ] ≥ 2J[ρ,ρ₀] − J₀.

Since J[ρ,ρ₀] = ⟨φ|v₀|φ⟩, insertion into the energy yields

E[φ] ≥ 2⟨φ|h|φ⟩ + 2⟨φ|v₀|φ⟩ − J₀
  = 2⟨φ|h + v₀|φ⟩ − J₀
  ≥ 2ε_min − J₀.

The last step is the variational principle for one electron in a fixed potential. No symmetry of φ has been assumed. ∎

If ρ₀ comes from an orbital that is the ground state of its own field, the right side is 2ε − J, which is that orbital's own energy. Such a solution is therefore the global closed-shell minimum, not merely a stationary point.

The bound can be used without self-consistency. Take the density of

u₀ ∝ r[e^(−1.21r) + 0.49e^(−0.46r)].

Its self-repulsion is J₀ = 0.78964, and the lowest eigenvalue in its field is −0.09311. Hence, to rounding,

E[φ] ≥ 2(−0.09311) − 0.78964 = −0.9759.

The energy of the trial orbital itself is −0.9756, an upper bound to the minimum. The two bounds enclose E_RHF. The eigenvalue is numerical, but it would have to be wrong by about 0.012 Ry* to bring the lower bound down to −1.

This theorem concerns determinants with one doubly occupied orbital. It says nothing about unrestricted determinants in general, and it does not say that D⁻ is unbound.

**How the true two-electron state binds**

Let one electron be close to the donor and the other far out, and let them share these roles symmetrically:

ψ = a(r₁)b(r₂) + b(r₁)a(r₂).

With overlap s = ⟨a|b⟩, the norm is 2(1 + s²). In ⟨ψ|H|ψ⟩ the two direct terms each give h_aa + h_bb + J_ab, and the two cross terms each give 2s h_ab + K, where K is the self-repulsion of the product ab. Thus

E = [h_aa + h_bb + J_ab + 2s h_ab + K]/(1 + s²).

For the exponentials above,

s = 8(αβ)^(3/2)/(α+β)³,
h_aa = α² − 2α,  h_bb = β² − 2β,
h_ab = s[αβ − (α+β)],
K = (5/8)(α+β)s².

The kinetic part of h_ab follows from ∇a·∇b = αβ ab. The attraction follows from ⟨a|1/r|b⟩ = s(α+β)/2. The product ab is s times a normalised exponential density with ζ = (α+β)/2, which gives K.

The energy is lowest at α = 1.0392 and β = 0.2832. There h_aa + h_bb = −1.48466, J_ab = 0.52001 and s² = 0.30506, so

2s h_ab = −0.62726,  K = 0.25213,
E = (−1.48466 + 0.52001 − 0.62726 + 0.25213)/1.30506 = −1.0266.

This is an upper bound to the true ground-state energy and it lies below −1. The model D⁻ is bound.

Different radii alone do not achieve this within the exponential family. The plain product a(r₁)b(r₂) has energy h_aa + h_bb + J_ab, which is −0.9646 at the same exponents. If the inner orbital is kept at α = 1, putting the terms over a common denominator gives

E + 1 = β² − 2β + 2β(1 + 3β + β²)/(1+β)³
  = β²(1 − β + β² + β³)/(1+β)³ > 0.

The energy approaches −1 from above as the outer electron escapes, β → 0. A scan that also varied α, over 0.3 to 1.6 with β from 0.02 to 1.6, found no product energy below −1. In this family the symmetrised superposition supplies the binding.

The in-out function still does not contain r₁₂. A more flexible trial function is

ψ = e^(−kS) Σ c_lmn S^l t^m r₁₂^n,  S = r₁ + r₂,  t = r₂ − r₁,

with m even, as the singlet requires. Minimising over k and the coefficients gives −1.0538 for l + m + n ≤ 3 and −1.0554 for l + m + n ≤ 5. Larger expansions converge to −1.0555, so the value 0.0554 used below is low by about 0.0001. The binding energy is thus about 0.055 Ry*. Relative to E_RHF, correlation lowers the energy by 0.0796 Ry*, a little over three times the 0.0241 Ry* needed to reach the dissociation limit.

**Energies for a silicon-like donor**

Silicon has six anisotropic valleys, so an equivalent isotropic mass must first be chosen. With the rough values m_l = 0.92 m, m_t = 0.19 m and κ = 11.7, take for one valley the neutral-donor envelope exp{−√[(x² + y²)/a² + z²/b²]}. In coordinates scaled by a and b it is spherical, each direction carries one third of the squared gradient, and

E = (ħ²/6)[2/(m_t a²) + 1/(m_l b²)] − (e²/κ)∫₀¹ dμ/√[a²(1−μ²) + b²μ²].

The minimum is at a = 2.44 nm and b = 1.40 nm, with a variational depth of 29.61 meV; freeing the shape of the envelope deepens this by 0.04 meV, to 29.65 meV. An isotropic donor of mass 0.298 m has the same depth; its Bohr radius is 2.08 nm. The scaled results become

RHF deficit: 0.0241 × 29.61 meV = 0.71 meV,
frozen-orbital removal energy: 0.0924 × 29.61 meV = 2.74 meV,
correlated binding: 0.0554 × 29.61 meV = 1.64 meV.

The orbital energy thus suggests a binding larger than the correlated one, while the restricted total energy gives none.

For phosphorus in silicon the second electron is bound by roughly 2 meV, similar to the isotropic correlated value, but this similarity does not validate the model. The neutral phosphorus donor is roughly 45 meV deep, some 15 meV deeper than the envelope calculation, mainly because of the central cell and the coupling between valleys. The valleys also change the repulsion. With the neutral-donor envelopes held fixed, two electrons in one valley repel by 37.01 meV, and in valleys on different axes by 36.23 meV. The saving is 0.78 meV. If one orbital is spread equally over all six valleys, and interference between valleys is ignored, two thirds of the pairings are between different axes and the saving is about 0.52 meV. These figures cannot be set directly against the restricted deficit, because the ion's mean-field orbital is more extended than the neutral donor's: its repulsion is 0.79 Ry* instead of 1.25 Ry*. Reduced in the same proportion, the savings are about 0.49 and 0.33 meV, less than the deficit of 0.71 meV. By this rough estimate the change in repulsion alone does not bind the ion. Solving for the envelope self-consistently with the anisotropic mass keeps the sign and shifts the figures slightly: the deficit is 0.69 meV in one valley and 0.35 meV for the orbital spread over six. It is 0.16 meV for two electrons with envelopes of equal shape on different axes, a case that is no longer one doubly occupied orbital. The estimate leaves out the central cell and the coupling between valleys, so it does not decide the sign for real silicon.

The small binding also sets the conditions for an isolated D⁻. At 2 K, kT is 0.172 meV and the binding is 9.5 kT; near 20 K the two are about equal. In a lightly doped crystal thermal release wins well below 20 K, because a freed electron has many more band states open to it than there are donors. Far from the neutral core the outer electron decays over L = a*/√0.0554 = 8.8 nm. In a field F, the leading tunnelling exponent through the triangular barrier, with B the binding energy, is

(4/3)B/(eFL) = 24.8 at 100 V/cm,

so each attempt to escape has a very small chance of success. Attempts are frequent, however, of order B/h ≈ 4 × 10¹¹ per second, so the ion is not permanent even at this field. This estimate uses the isotropic mass; in silicon the exponent depends on the field direction and is smaller along a valley's light-mass directions. The exponent falls as 1/F. Tunnelling is also not the only channel: at 100 V/cm a free electron gains the binding energy over about 0.16 µm, so where free carriers are present impact detachment can dominate. At 10¹⁵ donors per cm³ the sphere containing one donor on average has radius 62 nm, seven times the tail length. A hundredfold higher concentration reduces that radius to about 13 nm, and the isolated-centre picture then becomes doubtful. The silicon inputs are rough, so the values in this section are good to two figures at most; further digits are kept only so that the arithmetic can be followed.

Computed values

```
D0 plus free electron, energy: -1.00000 Ry*
D- single exponential, zeta: 0.6875 1/a*
D- single exponential, energy: -0.94531 Ry*
D- RHF energy, radial solution: -0.975859 Ry*
D- RHF energy, Gaussian basis: -0.975859 Ry*
RHF orbital energy eps: -0.09244 Ry*
RHF kinetic energy per electron: 0.48793 Ry*
RHF donor attraction per electron: -1.37134 Ry*
RHF one-electron energy <h>: -0.88341 Ry*
RHF repulsion J: 0.79097 Ry*
Relaxation of remaining electron <h>+1: 0.11659 Ry*
RHF deficit E(D-)-E(D0): 0.02414 Ry*
Trial density, first exponent: 1.21 1/a*
Trial density, second exponent: 0.46 1/a*
Trial density, weight of second exponential: 0.49 (no unit)
Trial orbital energy eps_min: -0.09311 Ry*
Trial repulsion J0: 0.78964 Ry*
Lower bound on every closed shell: -0.97587 Ry*
Upper bound from same trial orbital: -0.97564 Ry*
In-out function, alpha: 1.0392 1/a*
In-out function, beta: 0.2832 1/a*
In-out symmetrised energy: -1.02661 Ry*
Unsymmetrised product, same exponents: -0.96464 Ry*
Hylleraas energy, order 3: -1.05379 Ry*
Hylleraas energy, order 5: -1.05541 Ry*
Correlated D- binding: 0.05541 Ry*
Correlation energy: -0.07955 Ry*
Si longitudinal mass (rough input): 0.92 m
Si transverse mass (rough input): 0.19 m
Si relative permittivity (rough input): 11.7 (no unit)
Ellipsoid transverse radius: 2.44 nm
Ellipsoid longitudinal radius: 1.40 nm
Equivalent isotropic mass: 0.298 m
Effective Rydberg: 29.61 meV
Effective Bohr radius: 2.08 nm
Si model: RHF energy of D-: -28.89 meV
Si model: RHF deficit: 0.71 meV
Si model: frozen-orbital removal energy: 2.74 meV
Si model: correlated binding: 1.64 meV
Repulsion, both electrons in one valley: 37.01 meV
Repulsion, valleys on different axes: 36.23 meV
Repulsion saved by different axes: 0.78 meV
Phosphorus donor depth (rough input): 45 meV
Central-cell and valley shift of D0: 15 meV
Temperature: 2.0 K
Thermal energy kT: 0.172 meV
Binding over kT: 9.5 (no unit)
Outer tail length of D-: 8.8 nm
Applied field: 100 V/cm
Tunnelling exponent at that field: 24.8 (no unit)
Donor concentration: 1e+15 cm^-3
Radius of the volume per donor: 62.0 nm
```
